# Honeycomb Charge Stability and Triple-Point Splitting of Two Coupled Metallic Nanocrystals

## What dimension and symmetry fix

Two metallic nanocrystals hold $N_1$ and $N_2$ excess electrons. Linear electrostatics makes their charging energy quadratic in the charges, so each coefficient of this quadratic form is $e^2$ divided by a capacitance, times a function of capacitance ratios.

Symmetry says which energy separates the two triple points shared by the states $(1,0)$ and $(0,1)$. The gates enter through continuous induced charges $n=(n_1,n_2)$, in units of $e$, and the energy depends on $N-n$ alone:
$$F(N;n)=\tfrac12 (N-n)^T E\,(N-n),\qquad E=\begin{pmatrix}E_{11}&E_{12}\\E_{12}&E_{22}\end{pmatrix}.$$
This is unchanged under the inversion $N\to(1,1)-N$, $n\to(1,1)-n$. The inversion turns the point $n_A$ where $(0,0),(1,0),(0,1)$ are degenerate into the point $n_B$ where $(1,1),(0,1),(1,0)$ are degenerate. Hence $n_B=(1,1)-n_A$. The degeneracies at $n_A$ require $(En_A)_i=E_{ii}/2$, so that
$$E(n_B-n_A)=E\begin{pmatrix}1\\1\end{pmatrix}-2En_A=\begin{pmatrix}E_{11}+E_{12}-E_{11}\\E_{12}+E_{22}-E_{22}\end{pmatrix}=E_{12}\begin{pmatrix}1\\1\end{pmatrix}.$$
The self-energies cancel and the off-diagonal energy remains. It is still to be shown that $E_{12}=e^2C_m/(C_1C_2-C_m^2)$, that these points are corners of the stability diagram, and that its cells are hexagons.

## Assumptions and theorem

The elementary charge is $e>0$, and an electron carries $-e$. In atomic units $e=1$ and $4\pi\varepsilon_0=1$; $e$ is kept visible so that the formulas can also be read in laboratory units.

1. The crystals couple to each other through $C_m>0$, to a grounded channel through $C_{ch,i}>0$, and to two gates at fixed voltages. All capacitances are constant.
2. $C_i$ is the sum of all capacitances attached to crystal $i$, including $C_m$. Therefore $C_1,C_2>C_m$ and $D=C_1C_2-C_m^2>0$.
3. The spectrum of each metal is continuous, and tunnelling is weak enough for $N_1,N_2$ to be good integers.
4. Electrons can be exchanged with the channel, whose Fermi level is the zero of energy. The temperature is zero, and the gates are swept slowly enough for the lowest charge state to be reached.

The addition level of crystal $i$, with the other crystal empty, is
$$\varepsilon_1=F(1,0)-F(0,0),\qquad \varepsilon_2=F(0,1)-F(0,0).$$

**Theorem.** Under these assumptions the plane of induced charges is tiled by congruent hexagons, one for each $(N_1,N_2)$. Between the triple point $A$ of $(0,0),(1,0),(0,1)$ and the triple point $B$ of $(1,1),(1,0),(0,1)$, both addition levels fall by
$$\boxed{E_{Cm}=\frac{e^2C_m}{C_1C_2-C_m^2}}$$
The same holds in the gate-voltage plane whenever the two gates can set $n_1$ and $n_2$ independently.

## Lemma 1: the energy of a charge state

**Lemma.** Up to a term independent of $N$, the energy to be minimised is $F=\frac12(N-n)^TE(N-n)$, with
$$E_{11}=\frac{e^2C_2}{D},\qquad E_{22}=\frac{e^2C_1}{D},\qquad E_{12}=\frac{e^2C_m}{D}.$$

**Proof.** Suppose first that gate $i$ couples to crystal $i$ alone, through $C_{gi}$. The charge on crystal 1 is the sum over its capacitors,
$$Q_1=C_{ch,1}V_1+C_m(V_1-V_2)+C_{g1}(V_1-V_{g1}).$$
Collecting the terms in $V_1$, and doing the same for crystal 2, gives
$$\begin{pmatrix}C_1&-C_m\\-C_m&C_2\end{pmatrix}\begin{pmatrix}V_1\\V_2\end{pmatrix}=\begin{pmatrix}Q_1+q_1\\Q_2+q_2\end{pmatrix},\qquad q_i=C_{gi}V_{gi}.$$
Call the matrix $C$. With cross capacitances, $q$ becomes a general linear function of both gate voltages, and the form of the equation is unchanged.

The stored energy $W$ changes by $dW=\sum_iV_idQ_i+\sum_jV_{gj}dQ_{gj}$. The gate sources do work, which must be subtracted, so the relevant energy is $F=W-\sum_jV_{gj}Q_{gj}$. At fixed gate voltages
$$dF=\sum_iV_i\,dQ_i=(Q+q)^TC^{-1}dQ.$$
Since $C^{-1}$ is symmetric, this integrates to $F=\frac12(Q+q)^TC^{-1}(Q+q)$ plus a function of the gate voltages, which is common to all charge states. Now $Q=-eN$, and with $n=q/e$ we have $Q+q=-e(N-n)$. The two minus signs cancel in the quadratic form, so $E=e^2C^{-1}$. Inverting the matrix,
$$C^{-1}=\frac1D\begin{pmatrix}C_2&C_m\\C_m&C_1\end{pmatrix}.\qquad\blacksquare$$

The negative off-diagonal element of $C$ has become a positive one in $C^{-1}$: an electron on one crystal raises the energy of an electron on the other.

**Remark on offsets.** If a contact potential lowers the energy of each electron on crystal $i$ by $w_i$, then $F$ gains $-w^TN$. Completing the square replaces $n$ by $n+E^{-1}w$. The honeycomb is translated, without change of shape. Fixed stray charges act in the same way.

## Lemma 2: six neighbours suffice

**Lemma.** A state $N$ has the lowest energy if it is not beaten by any of the six states $N+s$ with $s=\pm(1,0),\ \pm(0,1),\ \pm(1,-1)$.

**Proof.** Put $x=n-N$. For any integer vector $v$,
$$F(N+v)-F(N)=\tfrac12(v-x)^TE(v-x)-\tfrac12x^TEx=\tfrac12v^TEv-v^TEx.$$
State $N$ is therefore not beaten by $N+v$ when $2v^TEx\le v^TEv$.

Every nonzero $v=(a,b)$ is a sum of the six steps with non-negative mutual products $s^TEs'$:

- If $a,b\ge0$, use $a$ steps $(1,0)$ and $b$ steps $(0,1)$. Their mutual product is $E_{12}>0$.
- If $a>0>b$ and $a\ge|b|$, use $|b|$ steps $(1,-1)$ and $a-|b|$ steps $(1,0)$. The product is $E_{11}-E_{12}=e^2(C_2-C_m)/D>0$.
- If $a>0>b$ and $|b|>a$, use $a$ steps $(1,-1)$ and $|b|-a$ steps $(0,-1)$. The product is $E_{22}-E_{12}=e^2(C_1-C_m)/D>0$.
- The remaining cases follow from $v\to-v$.

Products of equal steps are positive because $E$ is positive definite. Writing $v=\sum_ks_k$ and dropping the positive cross terms,
$$v^TEv\ \ge\ \sum_ks_k^TEs_k\ \ge\ 2\sum_ks_k^TEx=2v^TEx.$$
The second inequality is the six-neighbour condition. $\blacksquare$

With more than one step the first inequality is strict. A state can therefore be degenerate with the ground state $N$ only if it is one of the six neighbours.

The condition $E_{12}<E_{11},E_{22}$ matters. The positive-definite matrix with $E_{11}=1$, $E_{12}=1.5$, $E_{22}=3$ violates it, and no network of the assumed kind produces it. There the step $(2,-1)$ has $v^TEv=4-6+3=1$, as short as $(1,0)$, yet it is not on the list. For 300 random points in the unit square of $n$, the six-neighbour rule failed to single out the true ground state at 99.

## Proof of the theorem

Take the cell of $(0,0)$ and use the level coordinates $y=En$. The six inequalities become
$$|y_1|\le\frac{E_{11}}2,\qquad |y_2|\le\frac{E_{22}}2,\qquad |y_1-y_2|\le\frac{E_{11}+E_{22}-2E_{12}}2,$$
where the last one uses $(1,-1)E(1,-1)^T=E_{11}+E_{22}-2E_{12}$.

The first two define a rectangle with sides $E_{11}$ and $E_{22}$. At its corner $(E_{11}/2,-E_{22}/2)$ the difference $y_1-y_2$ is $(E_{11}+E_{22})/2$, which exceeds the third bound by $E_{12}$. The third condition therefore cuts off a right triangle with both legs equal to $E_{12}$. The opposite corner is cut in the same way.

At the corner $(E_{11}/2,E_{22}/2)$ we have $|y_1-y_2|=|E_{11}-E_{22}|/2$. This lies strictly below the third bound, since $E_{12}$ is smaller than both $E_{11}$ and $E_{22}$. That corner and its opposite survive. The legs are shorter than the sides, so a part of each side survives too. A rectangle with two opposite corners cut off is a hexagon. The linear map from $y$ back to $n$ preserves this, and the other cells follow by integer translations of $n$.

The surviving corner $y=(E_{11}/2,E_{22}/2)$ is $A$: the equalities there are those for the steps $(1,0)$ and $(0,1)$, and the other four conditions hold strictly. The inversion shown at the start makes $B$ a triple point as well.

From Lemma 1 the addition levels are $\varepsilon_i=E_{ii}/2-y_i$. At $A$ both vanish. At $B$, $y_i=E_{ii}/2+E_{12}$, so both equal $-E_{12}=-E_{Cm}$. No property of the gate couplings was used beyond their ability to reach both points. $\blacksquare$

**Physical reading.** At $A$ the first electron can enter either crystal at no cost. With one electron present, adding the second to the other, still empty crystal $i$ costs $\varepsilon_i+E_{Cm}$, because, for $i=1$ and likewise for $i=2$,
$$[F(1,1)-F(0,1)]-[F(1,0)-F(0,0)]=E_{12}.$$
The gates must lower both levels by $E_{Cm}$ before the second electron can enter. This difference is unaffected by any extra energy of the form $g_1(N_1)+g_2(N_2)$. Discrete levels that add energy separately in each crystal therefore change the cell size but not the splitting, as long as $A$ and $B$ remain corners of the diagram.

## The diagram in gate voltages

Suppose there are no cross capacitances, so that $n_i=C_{gi}V_{gi}/e$. Solving $En_A=(E_{11},E_{22})/2$ with $E^{-1}=C/e^2$ gives
$$n_A=\frac1{2D}\begin{pmatrix}C_1&-C_m\\-C_m&C_2\end{pmatrix}\begin{pmatrix}C_2\\C_1\end{pmatrix}=\frac1{2D}\begin{pmatrix}C_1(C_2-C_m)\\C_2(C_1-C_m)\end{pmatrix}.$$
Likewise $n_B-n_A=(E_{Cm}/e^2)\,C\,(1,1)^T$, so the separation of the triple points is
$$\Delta V_{gi}=\frac{e}{C_{gi}}\,\frac{C_m(C_i-C_m)}{D}.$$

Each edge of the honeycomb has a constant combination of $y_1$ and $y_2$:

- Charging crystal 1 keeps $y_1\propto C_2n_1+C_mn_2$ constant, with slope $dV_{g2}/dV_{g1}=-C_2C_{g1}/(C_mC_{g2})$.
- Charging crystal 2 keeps $y_2\propto C_mn_1+C_1n_2$ constant, with slope $-C_mC_{g1}/(C_1C_{g2})$.
- Moving an electron between the crystals keeps $y_1-y_2\propto(C_2-C_m)n_1-(C_1-C_m)n_2$ constant, with slope $(C_2-C_m)C_{g1}/[(C_1-C_m)C_{g2}]$.

The third slope equals $\Delta V_{g2}/\Delta V_{g1}$: the exchange edge is the segment from $A$ to $B$.

A different voltage is the offset between the charging edges of crystal 1 for $N_2=0$ and $N_2=1$, extended as straight lines beyond $A$ and $B$ and compared at fixed $V_{g2}$. Its addition level is $E_{11}/2+E_{12}N_2-y_1$, so $y_1$ must increase by $E_{12}$. At fixed $n_2$ this means $(e^2C_2/D)\,\delta n_1=e^2C_m/D$, hence
$$\delta V_{g1}=\frac{eC_m}{C_{g1}C_2}.$$
Both voltages represent the energy $E_{Cm}$, but along different paths, and each needs its own conversion.

## Two limits

**Weak coupling.** As $C_m\to0$ the cut corners shrink to nothing, the cells become rectangles, and $A$ and $B$ merge into a point where four states meet. To first order $E_{Cm}\approx e^2C_m/(C_1C_2)$.

**Strong capacitive coupling.** Let $C_1=C_2=C_m+c$ with $c\to0$. Then $D=c(2C_m+c)$ and
$$E_{Cm}=\frac{e^2C_m}{c(2C_m+c)}\to\frac{e^2}{2c},\qquad E_{11}-E_{12}=\frac{e^2}{2C_m+c}.$$
The first is $e^2/C_\Sigma$ for a single island with total capacitance $C_\Sigma=2c$ to its surroundings. The second stays finite and is the scale for moving charge between the crystals. The charging edges tend to the lines $n_1+n_2=\frac12,\frac32,\dots$, which bound evenly spaced stripes of constant total charge. Exchange edges still divide each stripe. This limit concerns capacitance; strong tunnelling between the crystals would violate assumption 3.

## Temperature: when the splitting is visible

**Proposition.** On the line through $A$ and $B$, with the four states $(0,0),(1,0),(0,1),(1,1)$ retained, the total charge responds to the gates with two peaks if and only if $E_{Cm}>2\ln2\,kT$.

**Proof.** On this line $\varepsilon_1=\varepsilon_2=-t$, with $t=0$ at $A$ and $t=E_{Cm}$ at $B$. The four energies are $0,-t,-t,-2t+E_{Cm}$. The electronic entropy is taken to be the same for each state, as suits a metal with dense levels. Put $s=(t-E_{Cm}/2)/kT$ and $r=2e^{E_{Cm}/2kT}$. After removal of a common factor, the weights for total charge $0,1,2$ are $e^{-s},r,e^{s}$, so
$$\langle N_1+N_2\rangle-1=\frac{2\sinh s}{r+2\cosh s}.$$
Its derivative with respect to $s$, written with $c=\cosh s$ and $\sinh^2s=c^2-1$, is
$$\frac{2c(r+2c)-4(c^2-1)}{(r+2c)^2}=\frac{2rc+4}{(r+2c)^2}.$$
Differentiating once more with respect to $c$ gives the numerator $2r(r+2c)-4(2rc+4)=2r^2-4rc-16$, over $(r+2c)^3$. It changes from positive to negative at $c=r/2-4/r$. Two peaks at $\pm s$ need $c>1$, that is $r^2-2r-8=(r-4)(r+2)>0$, or $r>4$. Hence $e^{E_{Cm}/2kT}>2$. $\blacksquare$

For $kT\ll E_{Cm}$, $\cosh s\approx r/2$ gives $s\approx\ln r$. The peak separation in $t$ is then $2kT\ln r=E_{Cm}+2kT\ln2$. The mutual energy follows after subtraction of the thermal term.

## Worked example: metal nanocrystals in silicon dioxide

Crystals of 5 and 6 nm diameter lie above a 2 nm tunnel oxide, with a 2 nm gap between them. The capacitances are round, rough values: $C_{ch}=1.10$ and $1.40$ aF, $C_g=0.40$ and $0.50$ aF, $C_m=0.30$ aF. Then
$$C_1=1.10+0.40+0.30=1.80\ \text{aF},\qquad C_2=1.40+0.50+0.30=2.20\ \text{aF},$$
$$D=1.80\times2.20-0.30^2=3.87\ \text{aF}^2.$$
An image-charge calculation for the two spheres over a conducting plane, without gates, gives totals of 1.61 and 1.99 aF and a mutual capacitance of 0.35 aF. Gates add to the totals and screen the mutual part, so the chosen values lie on the expected side. They are not the values of one definite geometry: a planar gate placed so that $C_{g1}=0.40$ aF gives totals of about 1.65 and 2.07 aF and $C_m\approx0.31$ aF, which makes the mutual energy about 20 % larger than the value found below.

With $e/(1\ \text{aF})=0.1602$ V,
$$E_{Cm}=0.1602\times\frac{0.30}{3.87}=0.0124\ \text{eV}=4.56\times10^{-4}\ \text{hartree},$$
while $E_{11}=0.0911$ eV and $E_{22}=0.0745$ eV. The triple points are $A=(0.1770,0.1366)$ V and $B=(0.2236,0.1838)$ V, separated by $(0.0466,0.0472)$ V. The fall of level 1 between them is
$$e\,\frac{C_2C_{g1}\Delta V_{g1}+C_mC_{g2}\Delta V_{g2}}{D}=\frac{0.88\times0.0466+0.15\times0.0472}{3.87}\ \text{eV}=0.0124\ \text{eV}.$$
The edge offset is $0.0546$ V, and its conversion factor at fixed $V_{g2}$ is $eC_2C_{g1}/D=0.227\,e$, which again gives $0.0124$ eV. The three edge slopes are $-5.87$, $-0.133$ and $1.01$.

**One common gate.** A memory cell normally has one control gate, so $V_{g1}=V_{g2}=V$ traces a single line through the honeycomb. Setting the addition level of crystal 1 to zero gives
$$V=\frac{e(C_2/2+C_mN_2)}{C_2C_{g1}+C_mC_{g2}}.$$
With no offset charge, crystal 2 fills first, at 0.141 V. Crystal 1 then fills at 0.218 V instead of the 0.171 V it would need with crystal 2 empty. The delay of 0.047 V is set by the mutual energy, but an equilibrium sweep does not show it directly, because no step occurs at 0.171 V; the full interval between the two charging steps, 0.076 V, also contains the difference between the crystals.

**Temperature.** The four-state criterion puts the merging of the peaks at 104.0 K, and a calculation with many charge states gives 104.1 K. At 300 K, $E_{Cm}/kT=0.48$ and the splitting is not resolved. At 20 K the computed peak separation is 0.0148 eV, in agreement with $E_{Cm}+2kT\ln2$. There, however, $kT=0.0017$ eV is comparable to the estimated level spacings of 0.0019 and 0.0011 eV, so the states $(1,0)$ and $(0,1)$ need not have equal weight on this line. If their free energies differ by $d$, the factor $r$ becomes $2e^{E_{Cm}/2kT}\cosh(d/2kT)$, and the thermal term rises from $2kT\ln2$ to $2kT\ln[2\cosh(d/2kT)]$.

**Comparison with real devices.** Crystals of a few nanometres in silicon dioxide are typical of metal-nanocrystal memory. Separate gates for two such close neighbours are not, and a 2 nm tunnel oxide is thin for long retention. Three assumptions deserve numbers, all of them rough.

- *Metallic channel.* A silicon electron sheet with two valleys of transverse mass $0.19\,m_e$ has a quantum capacitance of 0.254 aF/nm². Placed in series with $C_{ch,i}$ over each crystal's footprint, with $C_m$ and the gate capacitances held fixed, it would raise $E_{Cm}$ by 26 %, to 0.0157 eV. This overstates the effect, because the induced charge spreads beyond the footprint. In a well-filled sheet, the finite density of states alone acts roughly like a setback of the metal plane by the oxide permittivity divided by the quantum capacitance per area, here 0.14 nm. The electrons also lie about a nanometre deep in the silicon, which brings the setback to roughly 0.4 nm. Against 2 nm of oxide this is a modest correction, but not a negligible one.
- *Charge equilibrium.* For a 3.5 eV barrier and an oxide mass of $0.42\,m_e$, the tunnel conductance is at most about $2\times10^{-10}$ of $2e^2/h$, so integer charges are well defined. This upper estimate gives every transverse mode of the metal the bare exponential transmission at normal incidence. It omits a wave-matching prefactor of about 4, which the following reductions outweigh. Parallel momentum, and the small number of modes in a silicon sheet, lower it by one to two orders of magnitude. A junction of conductance $G=g\,(2e^2/h)$ passes electrons that gain an energy $\Delta$ at the rate $G\Delta/e^2=2g\Delta/h$. With $\Delta=E_{11}/2$ the waiting time per electron is $h/(gE_{11})$. It is $0.2$ ms for the upper estimate of $g$, and more realistically of the order of ten milliseconds. The decay constant of 6.2 nm⁻¹ lengthens it by $e^{12.4}$, about five orders of magnitude, for each further nanometre of oxide. A cell built for retention will thus show hysteresis in place of this equilibrium diagram.
- *Small fields.* A contact potential of 0.8 V, acting against both the channel and the gates, shifts the induced charges $n_1$ and $n_2$ by about 7.5 and 9.5; acting against the channel alone, it shifts them by about 5.5 and 7.0. The whole electrons in these shifts can be absorbed in the zero from which $N_1$ and $N_2$ are counted; the fractional parts translate the honeycomb. The ideal splitting is unchanged, but the peak tunnel-oxide field is 6.3 MV/cm, not far below the rough breakdown scale of 10 MV/cm. The same potential draws about $7\times10^{12}$ electrons per cm² from the channel beneath each crystal, so the channel remains metallic there only if its electron density is well above this value. A sheet of $2\times10^{13}$ cm⁻² induced through the oxide would itself need about 9 MV/cm, and higher subbands are already partly filled at that density. With a contact potential of this size, a field-induced silicon sheet therefore barely meets the metallic-channel assumption.

The numerical output below lists the values to more digits than these rough parameters justify for a particular device.

## Table of computed values

```
diameters 1, 2: 5.0, 6.0 nm
tunnel oxide, gap between crystals: 2.0, 2.0 nm
relative permittivity of oxide: 3.9
channel capacitances 1, 2: 1.10, 1.40 aF
gate capacitances Cg1, Cg2: 0.40, 0.50 aF
mutual capacitance Cm: 0.30 aF
total C1, C2: 1.80, 2.20 aF
determinant D: 3.870 aF^2
image method, no gates, C1, C2: 1.614, 1.994 aF
image method, no gates, Cm: 0.346 aF
E11, E22: 0.09108, 0.07452 eV
mutual energy ECm: 0.01242 eV = 4.5643e-04 hartree
triple point A (Vg1, Vg2): 0.17698, 0.13662 V
triple point B (Vg1, Vg2): 0.22356, 0.18382 V
separation B-A (Vg1, Vg2): 0.04657, 0.04720 V
level 1 at A: 0.00000 eV
level 1 at B: -0.01242 eV
level 2 at B: -0.01242 eV
edge offset along Vg1: 0.05462 V
gate periods e/Cg1, e/Cg2: 0.40054, 0.32044 V
slope of edge (0,0)|(1,0): -5.8667
slope of edge (0,0)|(0,1): -0.1333
slope of edge (1,0)|(0,1): 1.0133
control matrix, six-neighbour failures: 99 of 300
common gate, first electron (on 2): 0.14137 V
common gate, second electron (on 1): 0.21777 V
common gate, 1 with 2 left empty: 0.17111 V
delay caused by electron on 2: 0.04667 V
peaks merge, many states: 104.1 K
peaks merge, four-state formula: 104.0 K
kT at 300 K: 0.02585 eV
ECm/kT at 300 K: 0.480
peak separation at 20 K: 0.01480 eV
rough electron density of metal: 60 per nm^3
free-electron Fermi energy: 5.59 eV
level spacing 1, 2: 0.00190, 0.00110 eV
rough Si transverse mass: 0.19 m_e
channel quantum capacitance: 0.254 aF/nm^2
ECm with that channel: 0.01567 eV
relative change of ECm: 26 %
rough barrier, oxide mass: 3.5 eV, 0.42 m_e
decay constant in oxide: 6.21 per nm
tunnel conductance: 2.4e-10 x 2e^2/h
waiting time per electron, rough: 1.9e-04 s
rough contact potential: 0.8 V
electrons it draws onto 1, 2: 7.5, 9.5
peak tunnel-oxide field from it: 6.3 MV/cm
```
